# Relativity and s-d transfer: tungsten d4s2 and platinum d9s1: verification in Python

```python
"""Relativity and s-d transfer in Cr, Mo, W, Ni, Pd, Pt.

Result under test: relativity raises the energy of moving an s electron to d,
increasingly down a group, by lowering s directly and raising d indirectly.
Spin-orbit coupling then selects levels within each configuration.
Z: nuclear charge; V: potential energy; P: radius times radial orbital;
zeta: d spin-orbit parameter; F2, F4, G2: Slater integrals.
Orbitals: spherical LSDA. PBE and PBE0 energies use those LSDA orbitals.
Atomic units internally; transfer energies printed in eV.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy.linalg import eigh, cholesky, solve_triangular
from scipy.interpolate import CubicSpline
from scipy.constants import fine_structure, physical_constants
from sympy.physics.wigner import wigner_3j
from pyscf import gto, dft
from pyscf.dft import libxc

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
STEP = 0.03
x = np.arange(np.log(1e-7), np.log(60.0), STEP)
r = np.exp(x)
w = STEP * r
N = len(r)

# Coulomb kernels; the diagonal factor corrects the trapezoid rule at the cusp.
small_r, large_r = np.minimum.outer(r, r), np.maximum.outer(r, r)
KERNEL = []
for k in range(7):
    kernel = (small_r / large_r)**k / large_r
    kernel[np.diag_indices(N)] *= 1 - STEP * (2*k + 1) / 12
    KERNEL.append(kernel)

gx, gw = np.polynomial.legendre.leggauss(12)
LEG = [np.polynomial.legendre.legval(gx, np.eye(7)[k]) for k in range(7)]


def angular_square(l1, k, l2):
    """Square of the 3j symbol with zero projections, by quadrature."""
    return 0.5 * np.sum(gw * LEG[l1] * LEG[k] * LEG[l2])


def channel(l, kappa=None):
    """Orthonormal large and kinetically balanced small radial functions."""
    a = 0.01 * 2.0**np.arange((31, 28, 24, 22)[l])[:, None]
    p = r**(l + 1) * np.exp(-a * r**2)
    dp = ((l + 1) / r - 2 * a * r) * p
    norm = np.sqrt(np.sum(w * p**2, axis=1))[:, None]
    p, dp = p / norm, dp / norm
    if kappa is None:
        parts = [dp - p / r]
        if l:
            parts.append(np.sqrt(l * (l + 1)) * p / r)
    else:
        parts = [dp + kappa * p / r]
    overlap = (p * w) @ p.T
    kinetic = 0.5 * sum((q * w) @ q.T for q in parts)
    ls, lt = cholesky(overlap, lower=True), cholesky(kinetic, lower=True)
    large = solve_triangular(ls, p, lower=True)
    small = [solve_triangular(lt, q, lower=True) / np.sqrt(2) for q in parts]
    link = solve_triangular(ls, lt, lower=True)
    return large, small, link


CH = [channel(l) for l in range(4)]
D32, D52 = channel(2, 2), channel(2, -3)


def solve(ch, v, rel, count):
    large, small, link = ch
    nb = len(large)
    vl = (large * (w * v)) @ large.T
    if not rel:
        e, c = eigh(vl + link @ link.T, subset_by_index=[0, count - 1])
        p = c.T @ large
        return e, p, p**2
    vs = sum((q * (w * v)) @ q.T for q in small)
    off = np.sqrt(2) * C * link
    h = np.block([[vl, off], [off.T, vs - 2 * C**2 * np.eye(nb)]])
    e, c = eigh(h, subset_by_index=[nb, nb + count - 1])
    p = c[:nb].T @ large
    density = p**2 + sum((c[nb:].T @ q)**2 for q in small)
    return e, p, density


def lsda(rho):
    exc, vxc = libxc.eval_xc("lda,vwn", rho, spin=1, deriv=1)[:2]
    v = np.asarray(vxc[0])
    if v.shape[0] != 2:
        v = v.T
    return np.asarray(exc).ravel(), v


def exact_exchange(occ, orbitals):
    """High-spin average exchange energy from radial Slater integrals."""
    total = 0.0
    for spin in (0, 1):
        shells = []
        for l, qs in enumerate(occ[spin]):
            for i, q in enumerate(qs):
                if q > 0:
                    p = orbitals[spin][l][1][i]
                    shells.append((l, q, p / np.sqrt(np.sum(w * p**2))))
        for k in range(7):
            rows, factors = [], []
            for i, (l1, q1, p1) in enumerate(shells):
                for j, (l2, q2, p2) in enumerate(shells[:i + 1]):
                    if k < abs(l1-l2) or k > l1+l2 or (k+l1+l2) % 2:
                        continue
                    a = angular_square(l1, k, l2)
                    if i != j:
                        factor = -q1 * q2 * a
                    elif k == 0:
                        factor = -0.5 * q1
                    else:
                        factor = -0.5*q1*(q1-1)*(2*l1+1)/(2*l1)*a
                    rows.append(w * p1 * p2)
                    factors.append(factor)
            if rows:
                b = np.array(rows)
                total += np.dot(factors, np.sum((b @ KERNEL[k]) * b, axis=1))
    return total


def scf(Z, occ, rel, start=None):
    if start is None:
        d = 0.8
        zeff = 1 + (Z - 1) / (d * Z**0.4 * np.expm1(r / d) + 1)
        u = np.vstack([Z - zeff, Z - zeff])
    else:
        u = start.copy()
    near = np.tile(r < 15, 2)
    old_u, old_res = [], []
    for iteration in range(150):
        v = (u - Z) / r
        orb = [[solve(CH[l], v[s], rel, len(q)) if q else None
                for l, q in enumerate(occ[s])] for s in (0, 1)]
        n, band = np.zeros((2, N)), 0.0
        for s in (0, 1):
            for l, q in enumerate(occ[s]):
                if q:
                    n[s] += np.array(q) @ orb[s][l][2]
                    band += np.dot(q, orb[s][l][0])
        total_n = n.sum(axis=0)
        rho = n / (4 * np.pi * r**2)
        vh = KERNEL[0] @ (w * total_n)
        exc, vxc = lsda(rho)
        residual = (r * (vh + vxc) - u).ravel()
        if np.max(np.abs(residual[near])) < 2e-4:
            break
        flat = u.ravel()
        new = flat + 0.3 * residual
        if iteration >= 4 and old_u:
            du = np.array([flat - a for a in old_u])
            dr = np.array([residual - a for a in old_res])
            g = np.linalg.lstsq(dr[:, near].T, residual[near], rcond=1e-6)[0]
            new -= g @ (du + 0.3 * dr)
        if iteration >= 3:
            old_u = (old_u + [flat.copy()])[-6:]
            old_res = (old_res + [residual.copy()])[-6:]
        u = new.reshape(2, N)
    else:
        raise AssertionError("self-consistency not reached")
    no_xc = band - np.sum(w * n * v) + np.sum(w * total_n * (-Z/r + vh/2))
    e_lsda = no_xc + np.sum(w * total_n * exc)
    gradient = np.zeros((2, 4, N))
    gradient[:, 0] = rho
    for s in (0, 1):
        slope = CubicSpline(x, np.log(rho[s] + 1e-60))(x, 1)
        gradient[s, 1] = rho[s] * slope / r
    ex = np.asarray(libxc.eval_xc("pbe,", gradient, spin=1, deriv=1)[0])
    ec = np.asarray(libxc.eval_xc(",pbe", gradient, spin=1, deriv=1)[0])
    ex, ec = np.sum(w*total_n*ex.ravel()), np.sum(w*total_n*ec.ravel())
    exx = exact_exchange(occ, orb)
    return dict(u=u, v=v, orb=orb, lsda=e_lsda, pbe=no_xc + ex + ec,
                pbe0=no_xc + 0.75*ex + 0.25*exx + ec)


def occupations(row, nd, ns):
    result = []
    for s in (0, 1):
        d = min(nd, 5) if s == 0 else max(nd - 5, 0)
        sv = min(ns, 1) if s == 0 else max(ns - 1, 0)
        result.append([[1]*(3+row) + [sv], [3]*(2+row),
                       [5]*row + [d], [7] if row == 2 else []])
    return result


@lru_cache(None)
def gaunt_c(k, l1, m1, l2, m2):
    value = wigner_3j(l1, k, l2, 0, 0, 0)
    value *= wigner_3j(l1, k, l2, -m1, m1-m2, m2)
    return (-1)**abs(m1) * np.sqrt((2*l1+1)*(2*l2+1)) * float(value)


SPINORB = [(2, m, s) for s in (1, -1) for m in range(-2, 3)]
SPINORB += [(0, 0, 1), (0, 0, -1)]


def coulomb(p, q, t, u):
    """Coefficients of F2(dd), F4(dd), G2(ds) in an ordered integral."""
    a, b, c, d = [SPINORB[i] for i in (p, q, t, u)]
    out = np.zeros(3)
    if a[2] != c[2] or b[2] != d[2] or a[1]+b[1] != c[1]+d[1]:
        return out
    if a[0] + b[0] + c[0] + d[0] == 8:
        for i, k in enumerate((2, 4)):
            out[i] = gaunt_c(k, *a[:2], *c[:2]) * gaunt_c(k, *d[:2], *b[:2])
    elif a[0]+b[0] == 2 and c[0]+d[0] == 2 and a[0] != c[0]:
        out[2] = gaunt_c(2, *a[:2], *c[:2]) * gaunt_c(2, *d[:2], *b[:2])
    return out


def multiplet(nd, open_s):
    """Determinant matrices for F2, F4, G2 and zeta; high-spin reference."""
    count = 12 if open_s else 10
    extras = [(10,), (11,)] if open_s else [()]
    dets = [d + e for d in combinations(range(10), nd) for e in extras]
    index = {d: i for i, d in enumerate(dets)}
    pairs = list(combinations(range(count), 2))
    targets = {}
    for t, u in pairs:
        targets[t, u] = []
        for p, q in pairs:
            value = coulomb(p, q, t, u) - coulomb(p, q, u, t)
            if np.any(np.abs(value) > 1e-13):
                targets[t, u].append((p, q, value))
    so = {i: [] for i in range(count)}
    for t in range(10):
        _, m, s = SPINORB[t]
        so[t].append((t, 0.5 * m * s))
        if abs(m + s) <= 2:
            p = SPINORB.index((2, m + s, -s))
            so[t].append((p, 0.5 * np.sqrt(6 - m * (m + s))))
    mats = np.zeros((4, len(dets), len(dets)))

    def destination(new):
        swaps = sum(a > b for a, b in combinations(new, 2))
        return index[tuple(sorted(new))], (-1)**swaps

    for col, det in enumerate(dets):
        for i, j in combinations(range(len(det)), 2):
            rest = set(det) - {det[i], det[j]}
            for p, q, value in targets[det[i], det[j]]:
                if p not in rest and q not in rest:
                    new = list(det)
                    new[i], new[j] = p, q
                    line, sign = destination(new)
                    mats[:3, line, col] += sign * value
        for i, t in enumerate(det):
            for p, value in so[t]:
                if p == t or p not in det:
                    new = list(det)
                    new[i] = p
                    line, sign = destination(new)
                    mats[3, line, col] += sign * value
    spin = np.array([sum(SPINORB[i][2] for i in d) for d in dets])
    high = np.flatnonzero(spin == spin.max())
    return mats, mats[:3, high, high].mean(axis=1)


def level(ops, slater, zeta):
    mats, reference = ops
    h = np.tensordot(np.append(slater, zeta), mats, axes=1)
    assert np.allclose(h, h.T, atol=1e-11)
    e = np.linalg.eigvalsh(h)
    return e[0] - np.dot(reference, slater), int(np.sum(e < e[0] + 1e-8))


# Hydrogen-like Dirac energies test the relativistic radial equation.
def dirac_energy(Z, n, kappa):
    g = np.sqrt(kappa**2 - (Z/C)**2)
    return C**2 * (1/np.sqrt(1 + (Z/C/(n-abs(kappa)+g))**2) - 1)


hyd = []
for label, ch, n, kappa, tol in (("1s1/2", CH[0], 1, -1, 1e-3),
                                 ("3d3/2", D32, 3, 2, 3e-5),
                                 ("3d5/2", D52, 3, -3, 3e-5)):
    got = solve(ch, -74/r, True, 1)[0][0]
    want = dirac_energy(74, n, kappa)
    assert abs(got/want - 1) < tol, (label, got, want)
    hyd.append((label, got, want))

# A three-dimensional Gaussian calculation tests the radial total energies.
n_occ = [[[1, 1], [3], [], []], [[1, 1], [0], [], []]]
radial_n = scf(7, n_occ, False)
basis = [[0, [0.01*2.0**k, 1.0]] for k in range(2, 24)]
basis += [[1, [0.01*2.0**k, 1.0]] for k in range(2, 17)]
mol = gto.M(atom="N 0 0 0", spin=3, basis={"N": basis}, verbose=0)
mf = dft.UKS(mol)
mf.xc = "lda,vwn"
mf.grids.level = 4
mf.kernel()
assert mf.converged
hybrid = dft.UKS(mol)
hybrid.xc = "pbe0"
hybrid.grids.level = 4
n_pbe0 = hybrid.energy_tot(mf.make_rdm1())
assert abs(radial_n["lsda"] - mf.e_tot) < 3e-4
assert abs(radial_n["pbe0"] - n_pbe0) < 3e-4

# Full determinant diagonalization tests the term and first-order formulas.
OPS = {(4, 2): multiplet(4, False), (5, 1): multiplet(5, True),
       (8, 2): multiplet(8, False), (9, 1): multiplet(9, True)}
test_slater = np.array([0.40, 0.25, 0.08])
for cfg, slope, degeneracy in (((4, 2), -1.5, 1), ((5, 1), 0, 7),
                               ((8, 2), -1.5, 9), ((9, 1), -1, 7)):
    zero = level(OPS[cfg], test_slater, 0)[0]
    weak, deg = level(OPS[cfg], test_slater, 1e-5)
    assert abs((weak-zero)/1e-5 - slope) < 0.01 and deg == degeneracy
    term = -9*test_slater[0]/98 + 5*test_slater[1]/98 if cfg == (8, 2) else 0
    assert abs(zero - term) < 1e-10

ATOMS = {"Cr": (24, 0), "Mo": (42, 1), "W": (74, 2),
         "Ni": (28, 0), "Pd": (46, 1), "Pt": (78, 2)}
CONFIGS = {a: [(4, 2), (5, 1)] if a in ("Cr", "Mo", "W")
           else [(8, 2), (9, 1), (10, 0)] for a in ATOMS}
RUN, ENERGY, DETAIL = {}, {}, {}
for atom, (Z, row) in ATOMS.items():
    for rel in (False, True):
        start = None
        for cfg in CONFIGS[atom]:
            run = scf(Z, occupations(row, *cfg), rel, start)
            start = run["u"]
            RUN[atom, rel, cfg] = run
            term = full = zeta = 0.0
            degeneracy, slater = 1, np.zeros(3)
            if cfg != (10, 0):
                pd, ps = run["orb"][0][2][1][-1], run["orb"][0][0][1][-1]
                pd = pd / np.sqrt(np.sum(w * pd**2))
                ps = ps / np.sqrt(np.sum(w * ps**2))
                dd, ds = w * pd**2, w * pd * ps
                slater = np.array([dd @ KERNEL[2] @ dd, dd @ KERNEL[4] @ dd,
                                   ds @ KERNEL[2] @ ds])
                term, degeneracy = level(OPS[cfg], slater, 0)
                full = term
                if rel:
                    vm = run["v"].mean(axis=0)
                    low = solve(D32, vm, True, row+1)[0][-1]
                    high = solve(D52, vm, True, row+1)[0][-1]
                    zeta = 0.4 * (high - low)
                    full, degeneracy = level(OPS[cfg], slater, zeta)
            for method in ("pbe", "pbe0"):
                ENERGY[atom, cfg, method, "sr" if rel else "nr"] = \
                    run[method] + term
                if rel:
                    ENERGY[atom, cfg, method, "so"] = run[method] + full
            if rel:
                DETAIL[atom, cfg] = (zeta, slater, term, full, degeneracy)

# The spin-orbit parameter of Ni is also obtained from the potential slope.
vm = RUN["Ni", True, (8, 2)]["v"].mean(axis=0)
pd = solve(CH[2], vm, True, 1)[1][0]
pd = pd / np.sqrt(np.sum(w * pd**2))
zeta_slope = np.sum(w*pd**2*CubicSpline(x, vm)(x, 1)/(2*C**2*r**2))
assert abs(zeta_slope / DETAIL["Ni", (8, 2)][0] - 1) < 0.03


def transfer(atom, first, second, method, kind):
    return EV * (ENERGY[atom, second, method, kind]
                 - ENERGY[atom, first, method, kind])


for group in (("Cr", "Mo", "W"), ("Ni", "Pd", "Pt")):
    for first, second in zip(CONFIGS[group[0]], CONFIGS[group[0]][1:]):
        shifts = [transfer(a, first, second, "pbe0", "sr")
                  - transfer(a, first, second, "pbe0", "nr") for a in group]
        assert 0 < shifts[0] < shifts[1] < shifts[2]


def lowest(atom, method, kind):
    return min(CONFIGS[atom], key=lambda c: ENERGY[atom, c, method, kind])


assert lowest("W", "pbe0", "nr") == (5, 1)
assert lowest("Pt", "pbe0", "nr") == (10, 0)

# Half-transferred atoms separate direct and indirect orbital shifts.
DECOMP, MID = {}, {}
for atom, first, second, sd, ss in (("W", (4, 2), (5, 1), 0, 1),
                                    ("Pt", (9, 1), (10, 0), 1, 0)):
    Z, row = ATOMS[atom]
    cfg = tuple((a+b)/2 for a, b in zip(first, second))
    mid = [scf(Z, occupations(row, *cfg), rel, RUN[atom, rel, first]["u"])
           for rel in (False, True)]
    for l, spin, name in ((0, ss, "6s"), (2, sd, "5d")):
        count = 6 if l == 0 else 3
        nr = mid[0]["orb"][spin][l][0][-1]
        rel_value = mid[1]["orb"][spin][l][0][-1]
        direct = solve(CH[l], mid[0]["v"][spin], True, count)[0][-1] - nr
        indirect = solve(CH[l], mid[1]["v"][spin], False, count)[0][-1] - nr
        DECOMP[atom, name] = EV*np.array([nr, direct, indirect, rel_value-nr])
    actual = EV * ((RUN[atom, True, second]["lsda"]
                    - RUN[atom, True, first]["lsda"])
                   - (RUN[atom, False, second]["lsda"]
                      - RUN[atom, False, first]["lsda"]))
    estimate = DECOMP[atom, "5d"][3] - DECOMP[atom, "6s"][3]
    assert abs(actual - estimate) < 0.25
    assert DECOMP[atom, "6s"][1] < 0 < DECOMP[atom, "5d"][2]
    assert abs(DECOMP[atom, "6s"][1]) > abs(DECOMP[atom, "5d"][1])
    MID[atom] = actual, estimate


def name(cfg):
    return f"d{cfg[0]}" + (f"s{cfg[1]}" if cfg[1] else "")


print(f"speed of light {C:.6f} a.u.; 1 hartree = {EV:.6f} eV")
for label, got, want in hyd:
    print(f"Z=74 one-electron {label}: basis {got:.5f}, formula {want:.5f} Eh")
print(f"N LSDA: radial {radial_n['lsda']:.6f}, 3D {mf.e_tot:.6f} Eh")
print(f"N PBE0: radial {radial_n['pbe0']:.6f}, 3D {n_pbe0:.6f} Eh")
print("Transfer energies in eV: NR, scalar (SR), SR + spin-orbit (SO)")
for method in ("pbe0", "pbe"):
    for atom in ATOMS:
        for a, b in zip(CONFIGS[atom], CONFIGS[atom][1:]):
            vals = [transfer(atom, a, b, method, k) for k in ("nr", "sr", "so")]
            print(f"{method.upper():4s} {atom:2s} {name(a)}->{name(b)}: "
                  f"NR {vals[0]:.3f}, SR {vals[1]:.3f}, SO {vals[2]:.3f} eV")
for atom in ATOMS:
    print(f"{atom} lowest PBE0: " + ", ".join(
        f"{k.upper()} {name(lowest(atom, 'pbe0', k))}"
        for k in ("nr", "sr", "so")))
for atom in ("W", "Pt"):
    for cfg in CONFIGS[atom]:
        if cfg == (10, 0):
            continue
        z, f, term, full, deg = DETAIL[atom, cfg]
        print(f"{atom} {name(cfg)}: zeta {z*EV:.3f}, F2 {f[0]*EV:.2f}, "
              f"F4 {f[1]*EV:.2f}, G2 {f[2]*EV:.2f} eV")
        print(f"  term shift {term*EV:.3f}, SO shift {(full-term)*EV:.3f} eV; "
              f"J={(deg-1)//2}")
for (atom, orbital), values in DECOMP.items():
    print(f"{atom} {orbital}: NR {values[0]:.3f}, direct {values[1]:.3f}, "
          f"indirect {values[2]:.3f}, total shift {values[3]:.3f} eV")
for atom, (actual, estimate) in MID.items():
    print(f"{atom} LSDA relativistic shift: total energy {actual:.3f}, "
          f"orbital estimate {estimate:.3f} eV")
for atom, cfg in (("W", (4, 2)), ("Pt", (9, 1))):
    for l, orbital in ((0, "6s"), (2, "5d")):
        radii = [np.sum(w*r*RUN[atom, rel, cfg]["orb"][0][l][2][-1])
                 for rel in (False, True)]
        print(f"{atom} {name(cfg)} {orbital} mean radius: "
              f"NR {radii[0]:.3f}, SR {radii[1]:.3f} bohr")
print("tests ok")
```

Output:

```
speed of light 137.035999 a.u.; 1 hartree = 27.211386 eV
Z=74 one-electron 1s1/2: basis -2973.09770, formula -2973.40057 Eh
Z=74 one-electron 3d3/2: basis -311.91850, formula -311.91873 Eh
Z=74 one-electron 3d5/2: basis -306.72696, formula -306.72721 Eh
N LSDA: radial -54.136798, 3D -54.136774 Eh
N PBE0: radial -54.543493, 3D -54.543467 Eh
Transfer energies in eV: NR, scalar (SR), SR + spin-orbit (SO)
PBE0 Cr d4s2->d5s1: NR -1.882, SR -1.678, SO -1.623 eV
PBE0 Mo d4s2->d5s1: NR -2.794, SR -2.252, SO -2.100 eV
PBE0 W  d4s2->d5s1: NR -2.607, SR -0.811, SO -0.160 eV
PBE0 Ni d8s2->d9s1: NR -0.328, SR 0.036, SO 0.096 eV
PBE0 Ni d9s1->d10: NR 1.848, SR 2.092, SO 2.180 eV
PBE0 Pd d8s2->d9s1: NR -3.426, SR -2.503, SO -2.370 eV
PBE0 Pd d9s1->d10: NR -1.617, SR -0.922, SO -0.732 eV
PBE0 Pt d8s2->d9s1: NR -3.380, SR -0.455, SO -0.026 eV
PBE0 Pt d9s1->d10: NR -1.914, SR 0.507, SO 1.043 eV
PBE  Cr d4s2->d5s1: NR -2.168, SR -1.966, SO -1.911 eV
PBE  Mo d4s2->d5s1: NR -2.804, SR -2.264, SO -2.112 eV
PBE  W  d4s2->d5s1: NR -2.525, SR -0.724, SO -0.072 eV
PBE  Ni d8s2->d9s1: NR -0.816, SR -0.450, SO -0.391 eV
PBE  Ni d9s1->d10: NR 1.185, SR 1.438, SO 1.526 eV
PBE  Pd d8s2->d9s1: NR -3.451, SR -2.533, SO -2.401 eV
PBE  Pd d9s1->d10: NR -1.732, SR -1.041, SO -0.851 eV
PBE  Pt d8s2->d9s1: NR -3.297, SR -0.398, SO 0.031 eV
PBE  Pt d9s1->d10: NR -1.914, SR 0.470, SO 1.006 eV
Cr lowest PBE0: NR d5s1, SR d5s1, SO d5s1
Mo lowest PBE0: NR d5s1, SR d5s1, SO d5s1
W lowest PBE0: NR d5s1, SR d5s1, SO d5s1
Ni lowest PBE0: NR d9s1, SR d8s2, SO d8s2
Pd lowest PBE0: NR d10, SR d10, SO d10
Pt lowest PBE0: NR d10, SR d9s1, SO d9s1
W d4s2: zeta 0.291, F2 6.10, F4 3.95, G2 2.77 eV
  term shift -0.000, SO shift -0.765 eV; J=0
W d5s1: zeta 0.265, F2 5.71, F4 3.67, G2 2.81 eV
  term shift -0.000, SO shift -0.113 eV; J=3
Pt d8s2: zeta 0.571, F2 7.72, F4 5.06, G2 2.61 eV
  term shift -0.451, SO shift -0.965 eV; J=4
Pt d9s1: zeta 0.536, F2 7.31, F4 4.76, G2 2.63 eV
  term shift 0.000, SO shift -0.536 eV; J=3
W 6s: NR -3.612, direct -1.521, indirect 0.559, total shift -0.785 eV
W 5d: NR -5.873, direct -0.921, indirect 1.783, total shift 1.050 eV
Pt 6s: NR -4.039, direct -2.217, indirect 0.336, total shift -1.734 eV
Pt 5d: NR -5.955, direct -1.676, indirect 2.008, total shift 0.655 eV
W LSDA relativistic shift: total energy 1.835, orbital estimate 1.834 eV
Pt LSDA relativistic shift: total energy 2.394, orbital estimate 2.389 eV
W d4s2 6s mean radius: NR 3.410, SR 3.092 bohr
W d4s2 5d mean radius: NR 1.950, SR 2.039 bohr
Pt d9s1 6s mean radius: NR 3.329, SR 2.881 bohr
Pt d9s1 5d mean radius: NR 1.658, SR 1.705 bohr
tests ok
```
